# The Quinn-Ferrell electron lifetime: derivation, static screening and limits of validity, part 1

(Sections cited here and not found follow in the later parts.)

**Q.** An electron injected a little above the Fermi level of a uniform electron gas is said to survive for $\tau \approx 263\, r_s^{-5/2}(E-E_F)^{-2}$ fs, with the energy in eV. A bare number, a half-integer power of the density parameter and no conditions attached make me suspicious. What exactly is being calculated?

**A.** The system is the unpolarized electron gas of density $n$ at zero temperature, with a uniform positive background. One extra electron is put in a plane wave $\mathbf k$ with $k>k_F$. It can scatter to a lower state $\mathbf k'$ by lifting an electron of the Fermi sea from $\mathbf p$ to $\mathbf p'$. The quantity $1/\tau$ is the rate at which the probability of finding the electron in $\mathbf k$ decays. If the amplitude goes as $e^{-i(E+\Sigma)t}$ with a complex self-energy $\Sigma$, the probability goes as $e^{-2|\mathrm{Im}\Sigma|t}$, so $1/\tau = 2|\mathrm{Im}\,\Sigma|$.

Rydberg units are used: $\hbar=2m=1$, $e^2=2$, lengths in bohr, energies in Ry. Then $\varepsilon_k=k^2$, the velocity is $d\varepsilon_k/dk=2k$, and the Coulomb interaction $4\pi e^2/q^2$ is $v(q)=8\pi/q^2$. A rate quoted in Ry means $\hbar/\tau$. With two spin states, $n=k_F^3/3\pi^2$, and with $n=3/(4\pi r_s^3)$,

$$k_F=\frac{(9\pi/4)^{1/3}}{r_s}=\frac{1.91916}{r_s},\qquad E_F=k_F^2,\qquad v_F=2k_F .$$

The density of states at the Fermi level, both spins, is $N_0=dn/dE_F=(k_F^2/\pi^2)/(2k_F)=k_F/2\pi^2$. The plasma frequency obeys $\omega_p^2=4\pi n e^2/m=16\pi n=12/r_s^3$. The excitation energy is $\delta=E-E_F$, so that $k^2=k_F^2+\delta$.

Three assumptions define the calculation. All single-particle energies are free-electron energies, with no effective mass and no quasiparticle weight; this is the on-shell approximation. The two electrons scatter once, in the Born approximation, through a Coulomb interaction screened by the other electrons in the random-phase approximation (RPA). And only the direct term of the scattering probability is kept. The formula you quote needs two further limits on top of these, one in $\delta$ and one in $r_s$, and they appear where the algebra demands them.

**Q.** Electrons are identical particles. What does "the direct term" mean, and where do the spin factors come from?

**A.** Take a box of volume $\Omega$ and a screened interaction $W$, so that a matrix element with momentum transfer $\mathbf q$ is $W(q)/\Omega$. Write $\mathbf k'=\mathbf k-\mathbf q$ and $\mathbf p'=\mathbf p+\mathbf q$, which conserves momentum.

If the target has the opposite spin, the two outgoing electrons are told apart by their spin. The amplitude is $W(q)/\Omega$, and every $\mathbf q$ gives a different final state.

If the target has the same spin, the final state $\{\mathbf k',\mathbf p'\}$ is reached in two ways: the incoming electron goes to $\mathbf k'$ with transfer $\mathbf q$, or to $\mathbf p'$ with transfer $\mathbf q'=\mathbf k-\mathbf p'=\mathbf k-\mathbf p-\mathbf q$. Antisymmetry makes the amplitude $[W(q)-W(q')]/\Omega$. A sum over all $\mathbf q$ meets each final state twice, because exchanging $\mathbf k'$ and $\mathbf p'$ exchanges $\mathbf q$ and $\mathbf q'$ and gives the same state; a factor $\tfrac12$ repairs this. Under the sum,

$$\tfrac12|W(q)-W(q')|^2=\tfrac12|W(q)|^2+\tfrac12|W(q')|^2-\mathrm{Re}\,W(q)W(q')^*\;\to\;|W(q)|^2-\mathrm{Re}\,W(q)W(q')^*,$$

since relabelling the final momenta turns the second term into the first. Both spin cases together give $2|W(q)|^2-\mathrm{Re}\,W(q)W(q')^*$. The part $2|W|^2$ is the direct term and the cross term is exchange. With the direct term alone the golden rule reads

$$\frac1\tau=\frac{2\pi}{\Omega}\sum_{\mathbf q}|W|^2\,(1-n_{\mathbf k-\mathbf q})\;\frac{2}{\Omega}\sum_{\mathbf p}n_{\mathbf p}(1-n_{\mathbf p+\mathbf q})\,\delta(\omega-\Delta_{\mathbf p}),\tag{1}$$

where $n_{\mathbf p}=\theta(k_F-p)$, the energy lost by the fast electron is $\omega=\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}$, and the energy of the electron-hole pair is $\Delta_{\mathbf p}=\varepsilon_{\mathbf p+\mathbf q}-\varepsilon_{\mathbf p}=q^2+2\mathbf q\cdot\mathbf p$. A $\delta$ with an argument is the Dirac function; without one it is the excitation energy. The occupation factors say that the target state is filled and both final states are empty.

**Q.** That is a collision calculation. Where does a loss function come in?

**A.** The sum over $\mathbf p$ in (1) is the absorptive part of the density response of the free gas. Let the electrons feel a weak potential $V e^{i\mathbf q\cdot\mathbf r-i\omega t}$, switched on slowly through $\omega\to\omega+i\eta$, $\eta\to0^+$. The one-particle density matrix obeys $i\,\partial_t\rho=[h,\rho]$. To first order in $V$, the element between $\mathbf p+\mathbf q$ and $\mathbf p$ satisfies

$$(\omega+i\eta)\,\rho^{(1)}_{\mathbf p+\mathbf q,\mathbf p}=\Delta_{\mathbf p}\,\rho^{(1)}_{\mathbf p+\mathbf q,\mathbf p}+V\,(n_{\mathbf p}-n_{\mathbf p+\mathbf q}),$$

the first term on the right coming from the commutator of the kinetic energy with $\rho^{(1)}$, the second from the commutator of the potential with the diagonal unperturbed $\rho$. The induced density is the sum of these elements over $\mathbf p$ and spin divided by $\Omega$, and is written $\chi_0 V$:

$$\chi_0(q,\omega)=\frac{2}{\Omega}\sum_{\mathbf p}\frac{n_{\mathbf p}-n_{\mathbf p+\mathbf q}}{\omega+i\eta-\Delta_{\mathbf p}} .\tag{2}$$

From $1/(y+i\eta)=\mathrm P/y-i\pi\delta(y)$,

$$-\frac1\pi\,\mathrm{Im}\chi_0=\frac2\Omega\sum_{\mathbf p}(n_{\mathbf p}-n_{\mathbf p+\mathbf q})\,\delta(\omega-\Delta_{\mathbf p}).$$

Use the identity $n_{\mathbf p}-n_{\mathbf p+\mathbf q}=n_{\mathbf p}(1-n_{\mathbf p+\mathbf q})-n_{\mathbf p+\mathbf q}(1-n_{\mathbf p})$. The second term needs $\mathbf p+\mathbf q$ inside and $\mathbf p$ outside the Fermi sphere, hence $\Delta_{\mathbf p}<0$, and cannot meet the delta function for $\omega>0$. So for $\omega>0$ the inner sum of (1) equals $-\mathrm{Im}\chi_0/\pi$. For $\omega<0$ the inner sum of (1) is zero, because its own occupation factors force $\Delta_{\mathbf p}>0$.

Screening comes from the same $\chi_0$. In the RPA the electrons respond as free particles to the total potential, external plus induced: $V_{\rm tot}=V_{\rm ext}+v\chi_0V_{\rm tot}$. Hence $V_{\rm tot}=V_{\rm ext}/\epsilon$ with $\epsilon=1-v\chi_0=\epsilon_1+i\epsilon_2$ and $\epsilon_2=-v\,\mathrm{Im}\chi_0\ge0$ for $\omega>0$. The fast electron is the external charge, so $W=v/\epsilon(q,\omega)$. Then

$$2\pi|W|^2\Big(-\frac{\mathrm{Im}\chi_0}{\pi}\Big)=2v\,\frac{-v\,\mathrm{Im}\chi_0}{|\epsilon|^2}=2v\,\frac{\epsilon_2}{\epsilon_1^2+\epsilon_2^2}=2v\,\mathrm{Im}\Big[-\frac1\epsilon\Big].$$

The last quantity is the loss function $L(q,\omega)=\mathrm{Im}[-1/\epsilon]$. The factor $1-n_{\mathbf k-\mathbf q}$ requires $k^2-\omega>E_F$, which is $\omega<\delta$. With $\Omega^{-1}\sum_{\mathbf q}\to\int d^3q/(2\pi)^3$,

$$\frac1\tau=2\int\frac{d^3q}{(2\pi)^3}\,v(q)\,L(q,\omega)\,\theta(\omega)\,\theta(\delta-\omega).\tag{3}$$

**Q.** In (3), $\omega$ depends on the direction of $\mathbf q$. How do you untangle that?

**A.** Let $\mu$ be the cosine of the angle between $\mathbf q$ and $\mathbf k$. Then $\omega=k^2-|\mathbf k-\mathbf q|^2=2kq\mu-q^2$. The azimuth of $\mathbf q$ gives $2\pi$. At fixed $q$, $\omega$ is linear in $\mu$, so it can replace $\mu$ as variable, with $d\mu=d\omega/(2kq)$:

$$\frac1\tau=2\cdot\frac{2\pi}{(2\pi)^3}\int q^2dq\;\frac{8\pi}{q^2}\int\frac{d\omega}{2kq}\,L .$$

The constants are $2\cdot2\pi/(8\pi^3)=1/(2\pi^2)$, times $8\pi$, which is $4/\pi$, times $1/(2k)$, which is $2/(\pi k)$:

$$\frac1\tau=\frac{2}{\pi k}\int_0^\delta d\omega\int_{q_-}^{q_+}\frac{dq}{q}\,L(q,\omega).\tag{4}$$

The limits come from $|\mu|\le1$ with $\mu=(\omega+q^2)/2kq$. This $\mu$ is positive, so only $\mu\le1$ matters: $q^2-2kq+\omega\le0$, whose roots are $q_\pm=k\pm\sqrt{k^2-\omega}$, with product $q_+q_-=\omega$. Nothing has been approximated between (1) and (4).

**Q.** So now you need $\chi_0$. I would like to see it computed, real part included.

**A.** In the term of (2) with $n_{\mathbf p+\mathbf q}$ substitute $\mathbf p\to-\mathbf p-\mathbf q$. This turns $n_{\mathbf p+\mathbf q}$ into $n_{\mathbf p}$ and $\Delta_{\mathbf p}$ into $-\Delta_{\mathbf p}$, so

$$\chi_0=\frac2\Omega\sum_{\mathbf p}n_{\mathbf p}\left[\frac1{\omega+i\eta-\Delta_{\mathbf p}}-\frac1{\omega+i\eta+\Delta_{\mathbf p}}\right].\tag{5}$$

Put the $z$ axis along $\mathbf q$. Then $\Delta_{\mathbf p}=q^2+2qp_z$ depends only on $p_z=k_Ft$, and the slice of the sphere at that height has area $\pi k_F^2(1-t^2)$. Define

$$x=\frac{q}{2k_F},\qquad u=\frac{\omega}{qv_F}=\frac{\omega}{2k_Fq}.$$

Then $\omega-\Delta=2k_Fq\,(u-x-t)$ and $\omega+\Delta=2k_Fq\,(u+x+t)$. The prefactor is $\frac{2}{(2\pi)^3}\,\pi k_F^3/(2k_Fq)=k_F^2/(8\pi^2q)=N_0/(8x)$. Writing $\chi_0=-N_0\,g$,

$$g(x,u)=\frac1{8x}\int_{-1}^1dt\,(1-t^2)\left[\frac1{t+x-u-i\eta}+\frac1{t+x+u+i\eta}\right].\tag{6}$$

For the real part use $1-t^2=(1-y^2)-(t+y)(t-y)$, which gives

$$\mathrm P\!\int_{-1}^1\frac{1-t^2}{t+y}\,dt=f(y)+2y,\qquad f(y)=(1-y^2)\ln\left|\frac{1+y}{1-y}\right| .$$

The terms $2y$ for $y=x-u$ and $y=x+u$ add to $4x$, so

$$\mathrm{Re}\,g=\frac12+\frac{f(x-u)+f(x+u)}{8x}.\tag{7}$$

For the imaginary part, the first denominator in (6) gives $+\pi\delta(t+x-u)$ and the second $-\pi\delta(t+x+u)$, each counting only if its point lies in $(-1,1)$:

$$\mathrm{Im}\,g=\frac{\pi}{8x}\Big\{[1-(u-x)^2]\,\theta(1-|u-x|)-[1-(u+x)^2]\,\theta(1-u-x)\Big\}.\tag{8}$$

The dielectric function is $\epsilon=1+vN_0g=1+(a^2/q^2)\,g$, with

$$a^2=8\pi N_0=\frac{4k_F}{\pi},$$

the square of the Thomas-Fermi wave vector. The numerical check integrates (5) numerically with a small finite $\eta$ at six points $(q,\omega)$, inside, outside and near the edges of the absorbing region, and asserts agreement with (7) and (8) to $2\times10^{-4}$ in $g$.

When $u+x<1$ both terms of (8) are present (since $|u-x|\le u+x$), and the brace is $(u+x)^2-(u-x)^2=4ux$. Therefore

$$\mathrm{Im}\,g=\frac{\pi u}{2},\qquad-\mathrm{Im}\chi_0=\frac{k_F}{2\pi^2}\cdot\frac\pi2\cdot\frac{\omega}{2k_Fq}=\frac{\omega}{8\pi q},\qquad\epsilon_2=\frac{\omega}{q^3}\qquad(\omega\le2k_Fq-q^2).\tag{9}$$

**Q.** A result exactly linear in $\omega$ out of a difference of two parabolas looks like an accident. Is there a reason?

**A.** It is the Pauli principle, and the form with $n_{\mathbf p}(1-n_{\mathbf p+\mathbf q})$ shows it. The delta function fixes $p_z=(\omega-q^2)/2q$ and leaves a factor $1/(2q)$. In that plane, with $p_\perp$ the distance from the axis, the target must be occupied, $p_\perp^2<k_F^2-p_z^2$, and its final state empty, $p_\perp^2>k_F^2-(p_z+q)^2$. The allowed targets form a ring whose area is $\pi[(p_z+q)^2-p_z^2]=\pi\omega$. The ring has a hole as long as $p_z+q=(\omega+q^2)/2q\le k_F$, which is the condition in (9). Then

$$-\mathrm{Im}\chi_0=\pi\cdot\frac{2}{(2\pi)^3}\cdot\frac{1}{2q}\cdot\pi\omega=\frac{\omega}{8\pi q},$$

as before. Only targets within $\omega$ of the Fermi level can absorb energy $\omega$, and their number is proportional to $\omega$. The second Pauli restriction, $\omega<\delta$, then gives $\int_0^\delta\omega\,d\omega=\delta^2/2$. These two restrictions are the origin of the $\delta^2$ law.

**Q.** The limits $q_\pm$ in (4) depend on $k$ and $\omega$. And the loss function has a plasmon peak. You cannot ignore either.

**A.** Both can be disposed of exactly for $\delta<\omega_p$. By (8), $\epsilon_2$ is nonzero only for $|u-x|<1$. The condition $u-x<1$ is $\omega<q^2+2k_Fq$, and $x-u<1$ is $q^2-2k_Fq<\omega$. Solving the quadratics, the pair continuum at frequency $\omega$ spans $q_{\rm bot}<q<q_{\rm top}$, with $q_{\rm top}=k_F+\sqrt{k_F^2+\omega}$, $q_{\rm bot}=-k_F+\sqrt{k_F^2+\omega}$ and $q_{\rm bot}q_{\rm top}=\omega$. Compare

$$q_+=\sqrt{k_F^2+\delta}+\sqrt{k_F^2+\delta-\omega}\;\ge\;\sqrt{k_F^2+\omega}+k_F=q_{\rm top},$$

which holds term by term for $\omega\le\delta$. Dividing $\omega$ by both sides gives $q_-\le q_{\rm bot}$. The kinematic window contains the whole continuum, so the limits in (4) may be replaced by $q_{\rm bot}$ and $q_{\rm top}$, unless $L$ has weight outside the continuum. The program asserts these two inequalities at every frequency at which it evaluates (4).

Outside the continuum $\epsilon_2=0$, and $L$ is nonzero only at a zero of $\epsilon_1$. For $q>q_{\rm top}$, $x-u>1$, both denominators in (6) are positive, $g>0$ and $\epsilon_1>1$. For $q<q_{\rm bot}$, $\omega$ exceeds every $|\Delta_{\mathbf p}|$, and the bracket of (5) has the convergent expansion

$$\frac{2\Delta}{\omega^2-\Delta^2}=2\sum_{j\ge0}\frac{\Delta^{2j+1}}{\omega^{2j+2}} .$$

Pair $p_z$ with $-p_z$. The two values $q^2\pm2qp_z$ have a positive sum, and since an odd power is an increasing odd function, the sum of their odd powers is positive too. Every term of the series therefore adds a positive amount to $\chi_0$. The $j=0$ term alone gives $2nq^2/\omega^2$, so

$$\epsilon_1\le1-\frac{8\pi}{q^2}\cdot\frac{2nq^2}{\omega^2}=1-\frac{\omega_p^2}{\omega^2}<0\qquad(\omega<\omega_p).$$

There is no zero of $\epsilon_1$ outside the continuum below $\omega_p$. An electron with $\delta<\omega_p$ cannot emit a plasmon, and pairs are its only decay channel in this model.

The decay rate is now the integral (4) over the loss function, with the free-gas response known exactly, and for $\delta<\omega_p$ electron-hole pairs are the only decay channel in this model. It remains to derive the Quinn-Ferrell formula from it and to find the corrections.
